# Hamaker constants from optical data with controlled truncation errors

## Definitions and conventions

Two identical half-spaces with dielectric function $\varepsilon_1$ face each other across a layer of thickness $l$ with dielectric function $\varepsilon_3$. The media are isotropic, non-magnetic and local, without mobile charges, and their static permittivities are finite. Retardation is neglected. The Hamaker constant $A$ is defined by the interaction free energy per area,

$$G(l)=-\frac{A}{12\pi l^2},$$

so a positive $A$ means attraction. Frequencies are written as energies: $\omega$ and $\xi$ stand for $\hbar\omega$ and $\hbar\xi$. Fields vary as $e^{-i\omega t}$, so that $\varepsilon=\varepsilon'+i\varepsilon''$ with $\varepsilon''\ge 0$ for $\omega>0$ in a passive medium. The Matsubara energies are $\xi_n=2\pi n\,kT$. A prime on a sum over $n\ge0$ gives the term $n=0$ half weight. Finally,

$$\Delta=\frac{\varepsilon_1-\varepsilon_3}{\varepsilon_1+\varepsilon_3},\qquad \mathrm{Li}_p(z)=\sum_{s\ge1}\frac{z^s}{s^p}.$$

The input is a table of $\varepsilon_1''$ at real frequencies between $\omega_m$ and $\Omega$. A naive scheme integrates the table as it stands, fits one ultraviolet oscillator, and sums over $n$ until the terms look small. Each of these steps can spoil $A$. To see by how much, we first need the quantity being approximated.

## What has to be summed

Without retardation the field is the gradient of a potential obeying Laplace's equation. For wave number $q$ along the surfaces, the potential decays as $e^{-q|z|}$ outside the gap and is $\cosh qz$ or $\sinh qz$ inside, with $z$ measured from the midplane. Continuity of the potential and of $\varepsilon\,\partial_z\phi$ at $z=l/2$ gives, with $t=\tanh(ql/2)$,

$$\varepsilon_1=-\varepsilon_3t\quad\text{(even)},\qquad \varepsilon_1=-\varepsilon_3/t\quad\text{(odd)}.$$

Since $(1+t)/(1-t)=e^{ql}$, these conditions read $\Delta=-e^{ql}$ and $\Delta=+e^{ql}$. Both are contained in

$$D(\omega)\equiv1-\Delta^2e^{-2ql}=0 .$$

Take first lossless media with finitely many resonances. Then $D$ is a rational function of $\omega^2$ that tends to 1 at high frequency. Its zeros are the mode frequencies $\omega_j$ at separation $l$; its poles, where $\varepsilon_1+\varepsilon_3=0$, are the frequencies $\omega_{j\infty}$ at infinite separation. These poles are double, since $\Delta^2$ has the denominator $(\varepsilon_1+\varepsilon_3)^2$, so each is counted twice, once for each isolated surface. Hence

$$D(i\xi)=\prod_j\frac{\omega_j^2+\xi^2}{\omega_{j\infty}^2+\xi^2}.$$

A harmonic mode has free energy $kT\ln[2\sinh(\omega/2kT)]$. The product $\sinh x=x\prod_{n\ge1}(1+x^2/\pi^2n^2)$ with $x=\omega/2kT$ gives

$$2\sinh\frac{\omega}{2kT}=\frac{\omega}{kT}\prod_{n\ge1}\left(1+\frac{\omega^2}{\xi_n^2}\right).$$

Subtracting the modes at infinite separation leaves

$$\sum_j\left[\ln\frac{\omega_j}{\omega_{j\infty}}+\sum_{n\ge1}\ln\frac{\xi_n^2+\omega_j^2}{\xi_n^2+\omega_{j\infty}^2}\right]
={\sum_{n\ge0}}'\ln D(i\xi_n).$$

The first logarithm is $\tfrac12\ln D(0)$, which is where the half weight comes from. There are $q\,dq/2\pi$ wave vectors per area, so

$$G=\frac{kT}{2\pi}{\sum_n}'\int_0^\infty q\,dq\,\ln\left(1-\Delta_n^2e^{-2ql}\right).$$

Expand the logarithm as $-\sum_s\Delta_n^{2s}e^{-2sql}/s$ and use $\int_0^\infty q\,e^{-2sql}dq=1/(4s^2l^2)$. This gives $G=-(kT/8\pi l^2)\sum'\mathrm{Li}_3(\Delta_n^2)$, and comparison with the definition of $A$ gives

$$A=\frac32kT{\sum_{n\ge0}}'\mathrm{Li}_3(\Delta_n^2). \tag{1}$$

Only $\varepsilon(i\xi_n)$ enters. It follows from absorption by causality. The function $\chi=\varepsilon-1$ is analytic in the upper half-plane and vanishes at infinity. Closing the contour there, Cauchy's theorem gives

$$\chi(i\xi)=\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{\chi(\omega)}{\omega-i\xi}d\omega,\qquad
0=\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{\chi(\omega)}{\omega+i\xi}d\omega ,$$

the second because $-i\xi$ lies outside the contour. In their sum the kernel is $2\omega/(\omega^2+\xi^2)$, which is odd. The even real part of $\chi$ drops out and the odd imaginary part survives:

$$\varepsilon(i\xi)=1+\frac2\pi\int_0^\infty\frac{\omega\,\varepsilon''(\omega)}{\omega^2+\xi^2}d\omega. \tag{2}$$

Each interval $d\omega$ acts here as an undamped oscillator of strength $(2/\pi)\varepsilon''d\omega/\omega$. An absorbing medium is thus a limit of lossless ones as far as $\varepsilon(i\xi)$ is concerned, which carries (1) over to it.

## A spectrum with a known answer

To measure errors we use synthetic data with round parameters. The solid has a phonon line,

$$\varepsilon''_{\rm ph}=\frac{S\omega_0^2\gamma\omega}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2},$$

with $S=3$, $\omega_0=0.08$ eV and $\gamma=0.005$ eV, and a Tauc-Lorentz interband band,

$$\varepsilon''_{\rm b}=\frac{BE_0\Gamma(\omega-E_g)^2}{\omega[(\omega^2-E_0^2)^2+\Gamma^2\omega^2]}\quad(\omega>E_g),$$

with $B=100$ eV, $E_0=9$ eV, $\Gamma=8$ eV and $E_g=4$ eV. The gap holds either vacuum or a non-polar model liquid, $\varepsilon_3(i\xi)=1+1/[1+(\xi/12\text{ eV})^2]$. At 300 K, $kT=0.025852$ eV and $\xi_1=0.16243$ eV.

For the reference, the phonon part is taken in closed form, $S\omega_0^2/(\omega_0^2+\gamma\xi+\xi^2)$. The band is integrated to infinite frequency by Gauss-Legendre quadrature in a mapped variable, and (1) is summed to $n=20000$. The results are $A=130.67$ zJ across vacuum and $23.70$ zJ across the liquid. They are numerical references for this model, not measured values.

The static term shows the scale of a single contribution. With $\varepsilon_1(0)=6.101$ and vacuum in the gap, $\Delta_0=5.101/7.101=0.718$, $\Delta_0^2=0.516$ and $\mathrm{Li}_3=0.556$. The term is $0.75\times0.025852\times0.556=0.0108$ eV, or 1.73 zJ, about 1.3 % of $A$. The main part of $A$ comes from the many terms at higher energy.

## First failure: a grid too coarse for a narrow line

The spectrum covers several decades, so the natural variable is $x=\ln\omega$. At $\xi=0$ equation (2) becomes $\varepsilon(0)-1=(2/\pi)\int\varepsilon''dx$. Near a narrow line put $u=\ln(\omega/\omega_0)$. Then $\omega_0^2-\omega^2\approx-2\omega_0^2u$ and $\gamma\omega\approx\gamma\omega_0$, so with $\theta=\gamma/2\omega_0$

$$\varepsilon''_{\rm ph}\approx\frac S2\,\frac{\theta}{u^2+\theta^2}.$$

The trapezoidal rule with step $h$ replaces the integral by a sum over $u=u_0+jh$. Poisson's formula turns this sum into values of the Fourier transform of $\theta/(u^2+\theta^2)$, which is $\pi e^{-\theta|p|}$, at $p=2\pi m/h$, with phases $e^{2\pi imu_0/h}$. The term $m=0$ is the true integral. The others are the error, which is largest when a grid point sits on the peak and all phases equal 1:

$$\left|\frac{\delta S}{S}\right|_{\max}=2\sum_{m\ge1}e^{-2\pi\theta m/h}=\frac{2}{e^{2\pi\theta/h}-1}.$$

Here $\theta=0.031$. For $h=0.1$ the law gives 0.33, and the largest error found on shifting the grid through forty positions is also 0.33. For $h=0.02$ both are $1.1\times10^{-4}$. The effect on $A$ is much smaller than on $S$, since the phonon part of $\varepsilon_1(i\xi_n)$ falls off beyond the first few $n$: with $h=0.1$ and a grid point on the peak, $A$ rises by 0.44 zJ (0.3 %) across vacuum and 0.34 zJ (1.5 %) across the liquid. The step must be chosen from the narrowest line that matters; a small $\theta/h$ cannot be repaired by more Matsubara terms. We keep $h=0.02$ and start the table at $\omega_m=0.01$ eV.

## Second failure: absorption outside the window

If no resonance or relaxation lies near or below $\omega_m$, $\varepsilon''$ of an insulator is odd and smooth below the window, hence proportional to $\omega$ to leading order; here $\omega_m$ is one eighth of $\omega_0$. Inserting $\varepsilon''=\varepsilon''(\omega_m)\,\omega/\omega_m$ into (2) and writing $\omega^2/(\omega^2+\xi^2)=1-\xi^2/(\omega^2+\xi^2)$ gives the missing piece

$$\delta\varepsilon_{\rm low}=\frac2\pi\varepsilon''(\omega_m)\left[1-\frac{\xi}{\omega_m}\arctan\frac{\omega_m}{\xi}\right].$$

Above the window both model absorptions fall as $\omega^{-3}$ to leading order. We continue the table as $\varepsilon''=\varepsilon''(\Omega)\,\Omega^3/\omega^3$. With

$$\frac1{\omega^2(\omega^2+\xi^2)}=\frac1{\xi^2}\left[\frac1{\omega^2}-\frac1{\omega^2+\xi^2}\right]$$

and $\int_\Omega^\infty d\omega/(\omega^2+\xi^2)=\xi^{-1}\arctan(\xi/\Omega)$, the result for $y=\xi/\Omega$ is

$$\delta\varepsilon_{\rm high}=\frac2\pi\varepsilon''(\Omega)\,\frac{1-y^{-1}\arctan y}{y^2}. \tag{3}$$

As $y\to0$ the last factor tends to $1/3$. The table below gives $A$ in zJ, with the low-frequency piece included throughout. The sums run to $n=6000$.

| $\Omega$ (eV) | vacuum, cut | vacuum, tail | liquid, cut | liquid, tail |
|---|---|---|---|---|
| 15 | 87.1 | 128.5 | 7.2 | 22.7 |
| 30 | 121.9 | 130.3 | 19.6 | 23.5 |
| 60 | 129.1 | 130.6 | 22.9 | 23.7 |

A window ending at 15 eV, well above the band centre, loses 33 % of $A$ across vacuum and 70 % across the liquid. At 30 eV the losses are 6.7 % and 17 %.

Both the sign of the loss and its growth in the liquid follow from the derivative of (1). Since $z\,d\mathrm{Li}_3/dz=\mathrm{Li}_2$, we have $d\,\mathrm{Li}_3(\Delta^2)/d\Delta=2\,\mathrm{Li}_2(\Delta^2)/\Delta$. The quotient rule gives $\partial\Delta/\partial\varepsilon_1=2\varepsilon_3/(\varepsilon_1+\varepsilon_3)^2$. Multiplying,

$$\frac{\partial\,\mathrm{Li}_3(\Delta^2)}{\partial\varepsilon_1}=\frac{4\varepsilon_3\,\mathrm{Li}_2(\Delta^2)}{\varepsilon_1^2-\varepsilon_3^2}. \tag{4}$$

This is positive where $\varepsilon_1>\varepsilon_3$, so missing absorption in the solid lowers $A$. Where $\varepsilon_1<\varepsilon_3$ the sign reverses. For small $\Delta^2$ both polylogarithms are close to $\Delta^2$, and the relative change of a term is about $4\varepsilon_3\,\delta\varepsilon_1/(\varepsilon_1^2-\varepsilon_3^2)$. At $n=50$, where $\xi=8.12$ eV and $\varepsilon_1=2.293$, the factor multiplying $\delta\varepsilon_1$ is $4/4.26=0.94$ for vacuum. For the liquid $\varepsilon_3=1.686$, and it is $6.74/2.42=2.8$. The same optical error thus counts about three times as much, because the liquid cancels much of the dielectric contrast.

Equation (4) also turns an optical correction into an error estimate,

$$\delta A\approx\frac32kT{\sum_n}'\frac{4\varepsilon_3\,\mathrm{Li}_2(\Delta_n^2)}{\varepsilon_1^2-\varepsilon_3^2}\,\delta\varepsilon_1(i\xi_n). \tag{5}$$

With $\delta\varepsilon_1$ from (3) and the derivative taken at the cut data, it predicts a loss of 8.3 zJ for vacuum and $\Omega=30$ eV. The actual loss is $130.7-121.9=8.8$ zJ. For the liquid and $\Omega=15$ eV it predicts 9.9 zJ against an actual 16.5 zJ: a first-order estimate is not reliable when the loss is comparable with $A$ itself.

The tail correction is imperfect because the band reaches its power law slowly. The ratio of $\omega^3\varepsilon''_{\rm b}$ to its limit $BE_0\Gamma$ is

$$\frac{\omega^2(\omega-E_g)^2}{(\omega^2-E_0^2)^2+\Gamma^2\omega^2},$$

which is 0.84 at 30 eV. The continuation from there is too weak at high energy, and $A$ stays 0.33 zJ below the reference for vacuum. With real data there may be another absorption edge above $\Omega$. The continuation (3) does not contain it, and its absorption must be supplied by further data.

## Third failure: one ultraviolet oscillator

The Ninham-Parsegian form is

$$\varepsilon(i\xi)=1+\sum_j\frac{C_j}{1+\xi^2/\omega_j^2},\qquad C_j>0. \tag{6}$$

Comparison with (2) shows what it does: it replaces the continuous distribution of undamped oscillators by a few. A narrow phonon suits this well. A band several electronvolts wide need not.

We take the 30 eV table with both end corrections and compute $\varepsilon(i\xi)$ at $\xi=0$ and at 120 logarithmically spaced points from 0.005 to 100 eV. The parameters follow from nonlinear least squares on the relative deviation of $\varepsilon$, with $\ln C_j$ and $\ln\omega_j$ as variables so that both stay positive.

With one infrared and one ultraviolet oscillator the root-mean-square deviation is 1.3 %. Relative to direct use of the table, $A$ changes by $-2.0$ zJ for vacuum and $-1.1$ zJ for the liquid, the latter almost 5 %. A second ultraviolet oscillator reduces the deviation to 0.19 % and the changes to $-0.13$ and $-0.08$ zJ. Estimate (5), with $\delta\varepsilon_1$ now the fit residual, gives $-0.13$ and $-0.09$ zJ. The parameters are

| $j$ | $C_j$ | $\omega_j$ (eV) |
|---|---|---|
| infrared | 2.971 | 0.0784 |
| ultraviolet 1 | 1.573 | 8.57 |
| ultraviolet 2 | 0.527 | 21.05 |

The model has no resonance at 21 eV. The ultraviolet entries are parameters of a curve on the imaginary axis and should not be read as transitions. The largest deviation is at $\xi=0$, where the fit gives $1+2.971+1.573+0.527=6.071$ instead of 6.100.

A good fit of $\varepsilon$ does not guarantee its high-energy limit. From (6), $\varepsilon-1\to\sum_jC_j\omega_j^2/\xi^2$, and the table gives $0.02+115.5+233.6=349$ eV² for the numerator. The true value, obtained from the spectrum below, is 431 eV². The table being fitted has the limit 421 eV². Part of the remaining shortfall comes from the weighting: at high energy $\varepsilon$ is close to 1, so a large relative error of $\varepsilon-1$ is only a small relative error of $\varepsilon$, and the latter is what the fit minimizes. The rest comes from the fitted range. With an $\omega^{-3}$ tail the limit is approached slowly, and at 100 eV $\xi^2(\varepsilon-1)$ of the table is still only about 365 eV². A fit to the relative deviation of $\varepsilon-1$ over the same points raises the numerator only to 374 eV². The effect is small against $A$ but is the larger part of the fit error: across vacuum the terms above 100 eV, beyond the fitted range, contribute $-0.08$ zJ of the net $-0.13$ zJ, and those above 50 eV contribute $-0.24$ zJ, partly cancelled by the lower terms. The fitted sum should not be used in a bound.

## Fourth failure: stopping when the terms look small

At $n=100$, $\xi=16.2$ eV and $\varepsilon_1=1.674$. For vacuum $\Delta=0.674/2.674=0.252$ and $\mathrm{Li}_3(\Delta^2)=0.064$, so the term is $1.5\times0.025852\times0.064=0.0025$ eV, or 0.40 zJ. That is 0.3 % of $A$ and looks negligible. The terms beyond it nevertheless add up to 26.6 zJ, 20 % of $A$, because they decrease slowly on the scale of one step in $n$.

A safe criterion follows from the spectrum. Dropping $\omega^2$ from the denominator in (2) gives

$$\varepsilon(i\xi)-1\le\frac W{\xi^2},\qquad W=\frac2\pi\int_0^\infty\omega\varepsilon''d\omega .$$

Let $W$ now denote the larger of the two media's values. Both $\varepsilon-1$ are non-negative, so $|\varepsilon_1-\varepsilon_3|\le W/\xi^2$. Also $\varepsilon_1+\varepsilon_3\ge2$, hence $\Delta^2\le W^2/4\xi^4$. For $0\le z\le1$, $z^s\le z$ gives $\mathrm{Li}_3(z)\le\zeta(3)z$, where $\zeta(3)=\mathrm{Li}_3(1)=1.202$. Finally, $n^{-4}$ is convex, so its value at the centre of a unit interval does not exceed its average there:

$$\sum_{n>N}\frac1{n^4}\le\int_{N+1/2}^\infty\frac{dn}{n^4}=\frac1{3(N+1/2)^3}.$$

The factors $\frac32\cdot\frac14\cdot\frac13=\frac18$ combine to bound the remainder $R_N=\sum_{n>N}f(n)$, where $f(n)=\frac32kT\,\mathrm{Li}_3(\Delta_n^2)$:

$$R_N\le\frac{\zeta(3)\,kT\,W^2}{8\,\xi_1^4\,(N+1/2)^3}. \tag{7}$$

For the solid $W=431$ eV²; for the liquid it is $1\times12^2=144$ eV², so the solid's value serves in both cases. At $N=1000$ the bound is 0.17 zJ and the vacuum remainder 0.12 zJ. At $N=100$ they are 164 and 26.6 zJ: the bound is safe but far from sharp where $\varepsilon-1$ is not yet near $W/\xi^2$. To leave less than 0.1 % of $A$ across vacuum, (7) asks for $N=1084$, while 966 suffices.

Two conditions deserve care. The 30 eV table, completed by the same end laws, gives $W=421$ eV², 2.4 % too low, so (7) is rigorous only if $W$ is not underestimated. And $W$ must be finite. A liquid with Debye relaxation, where $\varepsilon''\propto1/\omega$ at high frequency, violates this unless the relaxation is cut off.

Over a thousand terms are affordable, but there is no need to discard the remainder. Taylor expansion about the centre of a unit interval gives

$$\int_{n-1/2}^{n+1/2}f\,dn'=f(n)+\frac{f''(n)}{24}+\cdots .$$

Summing over $n>N$ and replacing $\sum f''$ by $\int_{N+1/2}^\infty f''dn=-f'(N+\tfrac12)$ to leading order,

$$R_N\approx\int_{N+1/2}^\infty f(n)\,dn+\frac{f'(N+1/2)}{24}. \tag{8}$$

The substitution $n=(N+\tfrac12)/u$ maps the integral to $0<u\le1$. Since $f\sim n^{-4}$, the new integrand vanishes as $u^2$ at $u=0$, and Gauss-Legendre quadrature handles it. At $N=50$ for vacuum the discarded terms amount to 58.7 zJ. The reference remainder minus the integral is $-7.1\times10^{-4}$ zJ, so the integral alone is slightly too large. The reference itself stops at $n=20000$. There $\varepsilon_1-1\approx W/\xi^2$, $\varepsilon_1+\varepsilon_3\approx2$ and $\mathrm{Li}_3(z)\approx z$, so the terms it omits follow from (7) without the factor $\zeta(3)$ and amount to $0.2\times10^{-4}$ zJ. Restoring them gives $R_N$ minus the integral $=-6.9\times10^{-4}$ zJ, which is what the derivative term in (8) predicts. This is where the oscillator form is useful: it supplies $\varepsilon_1(i\xi)$ at any $\xi$ without returning to the table.

## The resulting scheme

1. Tabulate $\varepsilon''$ on a logarithmic grid whose step resolves the narrowest relevant line.
2. Evaluate (2) with both end corrections, and compare $A$ with and without the tail to see how much of it rests on extrapolation.
3. Fit (6), adding oscillators until (5), applied to the residual, is acceptable for the medium in the gap.
4. Sum (1) to a moderate $N$ and add the integral in (8).

With the 30 eV table, two ultraviolet oscillators and $N=100$, this gives

- vacuum: $A=130.2$ zJ (0.813 eV), 0.35 % below the reference;
- liquid: $A=23.5$ zJ (0.146 eV), 1.0 % below the reference.

The errors can be traced. For vacuum, the table with its tail contributes $-0.33$ zJ and the fit $-0.13$ zJ, together $-0.46$ zJ, which is the whole difference. For the liquid the corresponding figures are $-0.16$ and $-0.08$ zJ, together $-0.24$ zJ. The Matsubara cutoff no longer matters at this level; about two thirds or more of the remaining error comes from the absorption above the window, the rest from the fit.

These percentages measure the numerical scheme for noiseless data. Calibration errors in $\varepsilon''$ carry over to $A$, to first order according to (5), and the later steps do not correct them. The result also requires $l$ to be small enough for the field to cross the gap and return before the relevant charge fluctuations change, $2\sqrt{\varepsilon_3}\,\xi l/\hbar c\ll1$ with $\xi$ an energy. At larger separations $G$ no longer follows $l^{-2}$ with this constant $A$. For this model the condition is severe, because much of $A$ comes from $\xi$ above 10 eV. With retardation included, $-12\pi l^2G$ lies below $A$ by 0.3 % at $l=0.2$ nm, 1.4 % at 0.5 nm, 3.6 % at 1 nm and 22 % at 5 nm across vacuum, and by 0.5, 2.0, 5.1 and 28 % across the liquid. The errors quoted above therefore concern the constant $A$. At nanometre separations retardation changes $G$ by more than they do, and at the few tenths of a nanometre where it does not, the local continuum description is itself doubtful.
